# Point groups and k-linear spin splitting of a spin-half band at Gamma, part 1

(Sections cited here and not found follow in the second part.)

## First half: which point groups allow the linear term

### The form fixed by symmetry

A spin splitting linear in the wavevector \(\mathbf k\) must be built from one factor of \(\mathbf k\) and one factor of spin. The wavevector is a polar vector: inversion reverses it. Spin is an axial vector: inversion leaves it alone. Time reversal reverses both. The candidate is therefore

\[
H_1(\mathbf k)=\sum_{ij}k_iA_{ij}\sigma_j ,
\tag{1}
\]

where \(\sigma_j\) are the Pauli matrices and \(A\) is a real \(3\times3\) matrix with the dimension of energy times length. Time reversal permits it, and inversion forbids it. For any other crystal the question is whether a nonzero \(A\) survives all operations of the point group.

Three simple objects are contained in (1). The product \(\mathbf k\cdot\boldsymbol\sigma\) needs a pseudoscalar coefficient, which a crystal has if it is chiral. The product \(\mathbf k\times\boldsymbol\sigma\) needs a polar vector, which a crystal has if it is polar. What remains is a traceless symmetric part, which can survive in crystals that are neither.

### Assumptions

1. The crystal has point group \(G\) and time-reversal symmetry, so there is no magnetic order or magnetic field.
2. At Gamma there is an isolated doublet whose two states transform under \(G\) as spin one half times a real one-dimensional representation \(\chi(R)=\pm1\). Under time reversal they transform as an ordinary spin, \(\Theta=-i\sigma_yK\), with \(K\) complex conjugation.
3. The wavevector is small enough that couplings to other bands can be folded into a \(2\times2\) Hamiltonian that is a power series in \(\mathbf k\).

An s-like conduction band satisfies the second assumption, as does the split-off valence band of a zincblende crystal. A fourfold valence-band edge does not. Screw axes and glide planes need no separate treatment: their fractional translations give every basis state the same phase, which cancels in the Hamiltonian.

An element \(R\) of \(G\) is an orthogonal matrix acting on polar vectors. Define

\[
P=\det(R)\,R .
\tag{2}
\]

This is a proper rotation, and it is the matrix by which \(R\) acts on axial vectors. Let \(U\) be the spin-half matrix of \(P\). Inversion acts on spin as the identity, so \(U\) also represents \(R\) on spin.

A group is called chiral here if all its elements are proper rotations. It is called polar if some nonzero polar vector is left fixed by every element.

### Theorem 1

Under these assumptions a nonzero \(A\) is allowed in 18 of the 32 crystallographic point groups. It is forbidden in the 11 groups containing inversion and in Td, C3h and D3h. The allowed terms are as follows.

| Groups | Allowed linear terms | Constants |
|---|---|---|
| C1 | all \(k_i\sigma_j\) | 9 |
| C2 | \(k_z\sigma_z\); \(k_i\sigma_j\) with \(i,j\in\{x,y\}\) | 5 |
| Cs | \(k_x\sigma_z,\ k_y\sigma_z,\ k_z\sigma_x,\ k_z\sigma_y\) | 4 |
| C3, C4, C6 | \(k_x\sigma_x+k_y\sigma_y,\ k_z\sigma_z,\ k_y\sigma_x-k_x\sigma_y\) | 3 |
| D2 | \(k_x\sigma_x,\ k_y\sigma_y,\ k_z\sigma_z\) | 3 |
| D3, D4, D6 | \(k_x\sigma_x+k_y\sigma_y,\ k_z\sigma_z\) | 2 |
| C2v | \(k_x\sigma_y,\ k_y\sigma_x\) | 2 |
| S4 | \(k_x\sigma_x-k_y\sigma_y,\ k_x\sigma_y+k_y\sigma_x\) | 2 |
| C3v, C4v, C6v | \(k_y\sigma_x-k_x\sigma_y\) | 1 |
| D2d | \(k_x\sigma_x-k_y\sigma_y\) | 1 |
| T, O | \(\mathbf k\cdot\boldsymbol\sigma\) | 1 |

The main axis is \(z\), and in Cs the mirror is normal to \(z\). Dn and D2d have a twofold axis along \(x\), and Cnv has a mirror normal to \(x\). The cubic groups have their twofold or fourfold axes along the coordinate axes. Another choice of axes rotates the entries but does not change their number.

### Lemma 1: time reversal

The most general Hermitian term linear in \(\mathbf k\) is

\[
H_1=\sum_i c_ik_i\,\mathbb 1+\sum_{ij}k_iA_{ij}\sigma_j,\qquad c_i,\ A_{ij}\ \text{real}.
\]

Time reversal requires \(\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)\). Direct multiplication gives \(\sigma_y\sigma_j^*\sigma_y=-\sigma_j\) for each \(j\), so \(\Theta\sigma_j\Theta^{-1}=-\sigma_j\). The two sides are

\[
\sum_i c_ik_i-\sum_{ij}k_iA_{ij}\sigma_j
\quad\text{and}\quad
-\sum_i c_ik_i-\sum_{ij}k_iA_{ij}\sigma_j .
\]

They agree only if \(c_i=0\), with no restriction on \(A\). By the same signs, even powers of \(\mathbf k\) multiply the identity and odd powers multiply Pauli matrices. A spin splitting within this doublet can therefore appear only at odd orders, never at second.

Write \(H_1=\mathbf b\cdot\boldsymbol\sigma\) with

\[
b_j=\sum_i k_iA_{ij},\qquad \mathbf b=A^{T}\mathbf k .
\tag{3}
\]

Since \((\mathbf b\cdot\boldsymbol\sigma)^2=|\mathbf b|^2\), the energies are \(\pm|\mathbf b|\) and the splitting is \(2|\mathbf b|\). The upper state has \(\langle\boldsymbol\sigma\rangle=\mathbf b/|\mathbf b|\), and the lower state has the opposite direction.

### Lemma 2: the condition on A

Each element \(R\) of \(G\) requires

\[
A=\det(R)\,R\,A\,R^{T}.
\tag{4}
\]

**Proof.** First, \(U(\mathbf a\cdot\boldsymbol\sigma)U^\dagger=(P\mathbf a)\cdot\boldsymbol\sigma\) for any vector \(\mathbf a\). For a small angle \(\theta\) about the unit vector \(\mathbf n\), \(U\approx 1-\tfrac{i\theta}{2}\mathbf n\cdot\boldsymbol\sigma\). The commutator \([\mathbf n\cdot\boldsymbol\sigma,\mathbf a\cdot\boldsymbol\sigma]=2i(\mathbf n\times\mathbf a)\cdot\boldsymbol\sigma\) then gives

\[
U(\mathbf a\cdot\boldsymbol\sigma)U^\dagger-\mathbf a\cdot\boldsymbol\sigma
\approx-\frac{i\theta}{2}\,2i(\mathbf n\times\mathbf a)\cdot\boldsymbol\sigma
=\theta(\mathbf n\times\mathbf a)\cdot\boldsymbol\sigma ,
\]

which is the change of \(\mathbf a\) under a small rotation. Repeating small rotations gives the finite one.

The doublet is represented by \(\chi(R)U\), and symmetry requires \(\chi U\,H(\mathbf k)\,U^\dagger\chi=H(R\mathbf k)\). Since \(\chi^2=1\), the one-dimensional factor drops out. With (3), the left side is \((PA^T\mathbf k)\cdot\boldsymbol\sigma\) and the right side is \((A^TR\mathbf k)\cdot\boldsymbol\sigma\). They agree for every \(\mathbf k\) if \(PA^T=A^TR\). The transpose is \(AP^T=R^TA\). Multiplication by \(R\) from the left gives \(A=RAP^T\), which is (4). ∎

Equivalently, the expression \(\sum_{ij}k_iA_{ij}\sigma_j\) must be unchanged by the simultaneous substitution

\[
\mathbf k\to R\mathbf k,\qquad \boldsymbol\sigma\to P\boldsymbol\sigma .
\tag{5}
\]

Indeed \((R\mathbf k)^TA(P\boldsymbol\sigma)=\mathbf k^T(R^TAP)\boldsymbol\sigma\), and \(R^TAP=A\) is again (4). It is enough to impose (5) for a set of elements that generates the group.

### Lemma 3: counting the constants

The number of independent constants in \(A\) is

\[
N=\frac1{|G|}\sum_{R\in G}\det(R)\,(\operatorname{tr}R)^2 .
\tag{6}
\]

**Proof.** Let \(T_R(A)=\det(R)RAR^T\). These maps satisfy \(T_ST_R=T_{SR}\). Let \(\mathcal P\) be their average over the group. Multiplying all elements by a fixed \(S\) only reorders them, so \(T_S\mathcal P=\mathcal P\) and hence \(\mathcal P^2=\mathcal P\). Thus \(\mathcal P\) is a projector. Its image is the set of matrices obeying (4), and its trace is the dimension of that set. As a matrix acting on the nine entries of \(A\), \(T_R\) has elements \(\det(R)R_{il}R_{jm}\), whose trace is \(\det(R)(\operatorname{tr}R)^2\). ∎

For C3v, the identity contributes 9, the two threefold rotations have zero trace, and each of the three mirrors contributes \(-1\). Hence \(N=(9-3)/6=1\). For Td, the identity contributes 9, the eight threefold rotations contribute 0, the three twofold rotations contribute \(+1\) each, and the six mirrors and six rotoinversions contribute \(-1\) each. Hence \(N=(9+3-12)/24=0\).

The three parts of \(A\) can be counted separately. Under (5), \(\mathbf k\cdot\boldsymbol\sigma\) is multiplied by \(\det R\). The number of scalar constants is therefore the group average of \(\det R\). This is 1 for a chiral group. In any other group, multiplication by one improper element pairs proper with improper elements, so the average is 0.

An antisymmetric \(A\) can be written through a vector \(\mathbf v\) as \(\mathbf v\cdot(\mathbf k\times\boldsymbol\sigma)\). Under (5),

\[
(R\mathbf k)\times(\det(R)R\boldsymbol\sigma)
=\det(R)^2R(\mathbf k\times\boldsymbol\sigma)=R(\mathbf k\times\boldsymbol\sigma),
\]

because a cross product of two rotated vectors acquires a factor \(\det R\). Invariance demands \(R\mathbf v=\mathbf v\) for every element. This is the definition of a polar direction, and the number of such constants is the average of \(\operatorname{tr}R\). Every chiral group and every polar group therefore allows linear splitting. Without inversion, the groups that are neither are S4, D2d, C3h, D3h and Td.

### Proof of Theorem 1

**Inversion.** For \(R=-\mathbb 1\), (4) reads \(A=-A\), so \(A=0\).

**Groups with diagonal generators.** If \(R\) is diagonal with entries \(s_i=\pm1\), then (4) keeps an entry \(A_{ij}\) when \(\det(R)s_is_j=1\) and removes it otherwise. C1 keeps all nine entries. The twofold rotation \(\operatorname{diag}(-1,-1,1)\) of C2 keeps \(xx,xy,yx,yy,zz\). The mirror \(\operatorname{diag}(1,1,-1)\) of Cs has determinant \(-1\) and keeps \(xz,yz,zx,zy\). D2 adds \(\operatorname{diag}(1,-1,-1)\) to C2, which removes \(xy\) and \(yx\). C2v instead adds the mirror \(\operatorname{diag}(-1,1,1)\) to C2, which removes \(xx,yy,zz\) and keeps \(xy,yx\).

**Cn with \(n=3,4,6\).** Let \(k_\pm=k_x\pm ik_y\) and \(\sigma_\pm=\sigma_x\pm i\sigma_y\). Under a rotation by \(\theta=2\pi/n\), both acquire \(e^{\pm i\theta}\), while \(k_z\) and \(\sigma_z\) are unchanged. The products \(k_z\sigma_\pm\) and \(k_\pm\sigma_z\) acquire \(e^{\pm i\theta}\ne1\). The products \(k_\pm\sigma_\pm\) acquire \(e^{\pm2i\theta}\), which differs from 1 because \(\theta\ne\pi\). What remains is \(k_z\sigma_z\) and

\[
k_+\sigma_-=(k_x\sigma_x+k_y\sigma_y)+i(k_y\sigma_x-k_x\sigma_y),
\tag{7}
\]

with its conjugate. This gives three real constants.

**Dn with \(n=3,4,6\).** The twofold rotation about \(x\) reverses the \(y\) and \(z\) components of both vectors. It reverses \(k_y\sigma_x-k_x\sigma_y\) and preserves the other two terms.

**Cnv with \(n=3,4,6\).** The mirror normal to \(x\) reverses \(k_x\), \(\sigma_y\) and \(\sigma_z\). It reverses \(k_x\sigma_x+k_y\sigma_y\) and \(k_z\sigma_z\). Both \(k_y\sigma_x\) and \(k_x\sigma_y\) are unchanged, so their difference survives.

**S4 and D2d.** The generator of S4 is a quarter turn followed by inversion. It gives \(k_\pm\to\mp ik_\pm\), \(k_z\to-k_z\), \(\sigma_\pm\to\pm i\sigma_\pm\), \(\sigma_z\to\sigma_z\). The products \(k_+\sigma_-\) and \(k_z\sigma_z\) acquire \(-1\), and those with one \(z\) component acquire \(\pm i\). The product \(k_+\sigma_+\) acquires \((-i)(i)=1\). Its real and imaginary parts are the two terms in the table. D2d adds the twofold rotation about \(x\), which reverses \(k_x\sigma_y+k_y\sigma_x\).

**C3h and D3h.** C3h contains a threefold rotation, which leaves \(k_z\sigma_z\) and \(k_\pm\sigma_\mp\). Its horizontal mirror reverses \(k_z\), \(\sigma_x\) and \(\sigma_y\), and so reverses all of these. Nothing remains. D3h contains C3h, so nothing remains there either.

**T, O and Td.** All three contain D2, which makes \(A\) diagonal, and a threefold rotation about \([111]\), which permutes the axes cyclically and makes the diagonal entries equal. Thus \(A=a\mathbb 1\). All rotations preserve \(a\,\mathbf k\cdot\boldsymbol\sigma\), so it is allowed in T and O. A mirror of Td has \(\det R=-1\), and (4) becomes \(a=-a\). Hence \(a=0\).

The allowed groups are the eleven chiral ones and Cs, C2v, C3v, C4v, C6v, S4, D2d, which makes 18. ∎

As an independent test, the symmetry equations for \(2\times2\) Hamiltonians were solved numerically from the generators of all 32 groups. The number of solutions agreed with (6) in each case.

## Second half: spin textures, exceptions and a quantum well

### Symbols and results carried over

The linear Hamiltonian is \(H_1=\mathbf b\cdot\boldsymbol\sigma\), with \(\mathbf b=A^T\mathbf k\) and splitting \(2|\mathbf b|\). A point-group element \(R\) acts on polar vectors, and \(P=\det(R)R\) acts on axial ones. Allowed terms are unchanged by \(\mathbf k\to R\mathbf k\), \(\boldsymbol\sigma\to P\boldsymbol\sigma\). For \(n=3,4,6\), Cnv allows only \(k_y\sigma_x-k_x\sigma_y\), while Dn allows \(k_x\sigma_x+k_y\sigma_y\) and \(k_z\sigma_z\) with independent constants. T and O allow only \(\mathbf k\cdot\boldsymbol\sigma\), D2d allows only \(k_x\sigma_x-k_y\sigma_y\), and Td allows no linear term.

### Physical spin

Spin-orbit coupling mixes spin and orbital motion, so \(\boldsymbol\sigma\) labels the doublet and need not equal the physical spin. Let \(\mathbf s\) be the physical spin in units of \(\hbar/2\), projected onto the doublet at Gamma. It is odd under time reversal, so

\[
s_i=\sum_jM_{ij}\sigma_j,\qquad M=RMR^T ,
\tag{8}
\]

with \(M\) real. The second relation has no factor \(\det R\) because both vectors are axial. To leading order in \(\mathbf k\), the physical spin in the upper state is \(M\mathbf b/|\mathbf b|\).

### Theorem 2: enforced textures

Assume \(M\mathbf b\ne0\) wherever \(\mathbf b\ne0\). To leading order in \(\mathbf k\):

1. Symmetry forces the spin to be perpendicular to \(\mathbf k\), wherever the linear splitting is nonzero, in C3v, C4v and C6v and in no other group that allows a linear term.
2. Symmetry forces the spin to be parallel or antiparallel to \(\mathbf k\), for every direction, in T and O and in no other group.

**Proof.** Take first the direction of \(\mathbf b\). It is perpendicular to \(\mathbf k\) for every \(\mathbf k\) if

\[
\mathbf k\cdot\mathbf b=\sum_{ij}k_iA_{ij}k_j=0 ,
\]

which holds for all \(\mathbf k\) exactly when the symmetric part of \(A\) vanishes. In the table of Theorem 1, this is forced only for C3v, C4v and C6v.

The vector \(\mathbf b\) is parallel to \(\mathbf k\) for every \(\mathbf k\) if every vector is an eigenvector of \(A^T\). Suppose two independent vectors \(\mathbf u,\mathbf w\) had eigenvalues \(a_u,a_w\). Their sum is also an eigenvector, so \(a_u\mathbf u+a_w\mathbf w\) is proportional to \(\mathbf u+\mathbf w\), which requires \(a_u=a_w\). Hence \(A=a\mathbb 1\), and the table forces this only for T and O.

It remains to include \(M\). In Cnv with \(n\ge3\), the rotation restricts \(M\) just as it restricted \(A\) in Cn: there may be equal \(xx\) and \(yy\) entries, a \(zz\) entry, and an antisymmetric \(xy\) part. The mirror normal to \(x\) acts on both axial vectors as \(\operatorname{diag}(1,-1,-1)\) and removes the antisymmetric part. Thus \(M=\operatorname{diag}(m,m,m')\). Since \(\mathbf b\) lies in the \(xy\) plane, \(M\mathbf b=m\mathbf b\), which is still perpendicular to \(\mathbf k\). In T and O, the argument that gave \(A=a\mathbb 1\) gives \(M=m\mathbb 1\), so the spin stays along the line of \(\mathbf k\).

In the other groups \(M=\mathbb 1\) is permitted by (8), and the corresponding \(\mathbf b\) need not have either texture. Symmetry therefore does not enforce them there. ∎

The rule that polar groups give tangential textures and chiral groups radial ones thus holds for every direction of \(\mathbf k\) only in these five groups, and there only for spin-half doublets and to leading order in \(\mathbf k\). The other cases follow from the same formulas.

For spin-half doublets, this part has established which point groups allow a linear spin splitting, and that symmetry enforces a tangential texture only in C3v, C4v and C6v and a fully radial one only in T and O. What remains is to treat the textures of other groups, the cubic splitting in Td, bands outside the spin-half assumption, and a gated quantum well.
